\section*{Dielectric and anelastic relaxation times of a vacancy bound to a dopant}

\section*{Question}

I am comparing dielectric loss and internal friction in lightly calcium-doped ceria. A calcium ion on a cerium site holds an oxygen vacancy on one of the eight anion sites around it, and the vacancy hops among these sites. The pair carries an electric dipole and also distorts the lattice, so both measurements should see it.

There is one defect, one kind of jump and one barrier. May I therefore take the relaxation time from the dielectric peak and use it for the mechanical peak? And if the two peaks, measured at the same frequency, lie at different temperatures, does that show that two different barriers are at work?

\section*{Answer}

No to both. If the vacancy hops along the edges of the cube, the shear strain relaxes twice as fast as the polarization at the same temperature. The jump rate is common to both experiments, but a relaxation time also depends on how much of the measured quantity survives a jump. The factor two belongs to this geometry and this kind of jump; other cases below give other factors.

\subsection*{The model}

Put the dopant at the centre of the cube and label the corners by three signs, $s=(s_x,s_y,s_z)$ with $s_i=\pm1$. The vacancy jumps to each of its three edge neighbours at rate $w$, so it leaves a corner at the total rate $3w$. Pairs are taken as independent, the vacancy stays on the eight corners, and the applied field or stress is weak.

An edge jump reverses one sign. Let $F_k s$ be the corner obtained from $s$ by reversing $s_k$. Without a drive, the probability $P(s,t)$ obeys
\begin{equation}
\frac{dP(s)}{dt}=w\sum_{k}\left[P(F_ks)-P(s)\right].
\end{equation}
Multiply by any function $A(s)$ and sum over the corners. In the first term rename $s\to F_ks$, which is allowed because $F_k$ is its own inverse and maps the set of corners onto itself. This gives
\begin{equation}
\frac{d\langle A\rangle}{dt}=w\sum_k\left\langle A(F_ks)-A(s)\right\rangle .
\label{eq:avg}
\end{equation}

For $A=s_i$, the jump $k=i$ changes $A$ by $-2s_i$ and the other two leave it alone. For $A=s_is_j$ with $i\neq j$, the jumps $k=i$ and $k=j$ each change $A$ by $-2s_is_j$, and the third leaves it alone. Hence
\begin{align}
\frac{d\langle s_i\rangle}{dt}&=-2w\langle s_i\rangle,\\
\frac{d\langle s_is_j\rangle}{dt}&=-4w\langle s_is_j\rangle .
\end{align}
In the same way $s_xs_ys_z$ changes sign in all three jumps and decays at $6w$. Together with the constant function these are eight mutually orthogonal functions on eight corners, so the list of decay rates is complete: $0$, $2w$ (three times), $4w$ (three times) and $6w$.

\subsection*{What each experiment sees}

The vacancy has charge $+2e$ relative to the perfect lattice and the calcium ion $-2e$. The dipole points from the dopant to the vacancy:
\begin{equation}
p_i=\frac{p}{\sqrt3}\,s_i .
\end{equation}
It is linear in the signs, so the polarization decays at $2w$ whatever the direction of the field.

The distortion is described by a strain dipole $\lambda_{ij}$, the strain per unit fraction of pairs (pairs per cation) when all pairs have the same orientation. The pair has a threefold axis along $\hat n=s/\sqrt3$. With principal value $\lambda_2$ across the axis and $\lambda_2+\delta\lambda$ along it,
\begin{equation}
\lambda_{ij}=\lambda_2\delta_{ij}+\delta\lambda\,\hat n_i\hat n_j
=\lambda_2\delta_{ij}+\frac{\delta\lambda}{3}s_is_j .
\end{equation}
On the diagonal $s_i^2=1$, so $\lambda_{ii}=\lambda_2+\delta\lambda/3$ is the same at every corner. The off-diagonal parts are products of two signs and decay at $4w$. A uniaxial stress along a cube axis does not distinguish the corners and causes no relaxation in this model; a stress with shear components in the cube axes does.

The two times are therefore
\begin{equation}
\tau_d=\frac{1}{2w},\qquad \tau_a=\frac{1}{4w},\qquad \frac{\tau_d}{\tau_a}=2 .
\label{eq:main}
\end{equation}

A single jump shows the reason. Reversing $s_x$ leaves two of the three dipole components unchanged, so the overlap of new and old dipole is $(1+1-1)/3=1/3$. Of the products $s_xs_y$, $s_xs_z$ and $s_ys_z$, two change sign, so the overlap of new and old shear strain is $(1-1-1)/3=-1/3$. Jumps occur at rate $3w$, and the decay rates are $3w(1-1/3)=2w$ and $3w(1+1/3)=4w$. One jump leaves a third of the dipole, but already carries the shear strain past zero.

\subsection*{The same times under a weak drive}

A field or stress changes the energy $U(s)$ of each corner. Detailed balance fixes the ratio of forward and backward rates but not how the bias is shared between them. Let a fraction $\theta$ depend on the starting corner:
\begin{equation}
W(s\to F_ks)=w\exp\left[\frac{\theta U(s)-(1-\theta)U(F_ks)}{kT}\right].
\end{equation}
To first order in $U$, equation \eqref{eq:avg} gains a driving term, evaluated with the uniform distribution (average $\langle\cdot\rangle_0$):
\begin{equation}
\frac{w}{kT}\sum_k\left\langle[\theta U(s)-(1-\theta)U(F_ks)]\,[A(F_ks)-A(s)]\right\rangle_0 .
\end{equation}
Renaming $s\to F_ks$ in the part with $U(F_ks)$ reverses the sign of the second bracket. That part becomes $+(1-\theta)U(s)[A(F_ks)-A(s)]$, and $\theta$ drops out. If $A$ is one of the functions above, with decay rate $\Gamma>0$, then $w\sum_k[A(F_ks)-A(s)]=-\Gamma A$, and
\begin{equation}
\frac{d\langle A\rangle}{dt}=-\Gamma\left(\langle A\rangle+\frac{\langle UA\rangle_0}{kT}\right).
\label{eq:drive}
\end{equation}
The average approaches $-\langle UA\rangle_0/kT$ at the rate $\Gamma$. For a drive proportional to $e^{i\omega t}$ the response is proportional to $1/(1+i\omega/\Gamma)$, whose loss part peaks at $\omega=\Gamma$. As a test, the driven master equation was solved numerically for a randomly chosen field direction and a randomly chosen stress tensor; the peaks came out at $2.0000\,w$ and $4.0000\,w$.

For a field, $U=-\sum_jp_jE_j$. Since $\langle s_is_j\rangle_0=\delta_{ij}$, the equilibrium value is $\langle s_i\rangle=pE_i/(\sqrt3\,kT)$. With $n$ pairs per volume, the polarization $np\langle s_i\rangle/\sqrt3$ gives a step in relative permittivity
\begin{equation}
\delta\varepsilon=\frac{np^2}{3\varepsilon_0kT}.
\end{equation}
For a shear stress $\sigma_{yz}=\sigma_{zy}=\sigma$, the energy is $U=-v_0\sum_{ij}\sigma_{ij}\lambda_{ij}$, where $v_0$ is the volume per cation. Both off-diagonal terms count, so apart from a constant $U=-\tfrac23v_0\sigma\,\delta\lambda\,s_ys_z$, and in equilibrium $\langle s_ys_z\rangle=2v_0\sigma\,\delta\lambda/(3kT)$. With $c$ pairs per cation, the engineering shear strain is $2c(\delta\lambda/3)\langle s_ys_z\rangle$. Dividing by $\sigma$ gives the compliance step
\begin{equation}
\delta S_{44}=\frac49\,\frac{c\,v_0\,\delta\lambda^2}{kT}.
\end{equation}

\subsection*{When the factor is not two}

Allow jumps across a face diagonal, at rate $w_2$ to each of three corners, and across the body diagonal, at rate $w_3$. A face jump reverses two signs. Two of the three face jumps reverse a given $s_i$, adding $2\times2w_2$ to the dipole rate. For $s_is_j$, the face jump that reverses both signs changes nothing, while the other two reverse one sign each and again add $4w_2$. The body jump reverses every $s_i$, adding $2w_3$ to the dipole rate, but leaves every $s_is_j$ unchanged. Thus
\begin{align}
\frac1{\tau_d}&=2w+4w_2+2w_3,\\
\frac1{\tau_a}&=4w+4w_2,\\
\frac{\tau_d}{\tau_a}&=\frac{2(w+w_2)}{w+2w_2+w_3}
=2-\frac{2(w_2+w_3)}{w+2w_2+w_3}.
\label{eq:ratio}
\end{align}
For independent pairs on this cube the ratio cannot exceed two, and with $w>0$ it equals two when both longer jumps are absent.

Two limits are useful. With face jumps alone the ratio is one. Each such jump conserves $s_xs_ys_z$, so the vacancy stays on four corners forming a tetrahedron. On them $s_x=\pm s_ys_z$ with a fixed sign: dipole and shear strain are then the same function of position and must share one time. With body jumps alone the dipole relaxes and the strain is frozen. For $w_3=3w$ and $w_2=0$ the ratio is $2/(1+3)=0.5$, and the dielectric relaxation is the faster one.

So inversion symmetry alone does not give the factor two. It says that reversing the pair changes the dipole and not the strain, which separates the two modes; their rates depend on the jumps.

Another shape makes the same point. Let the vacancy sit on the six corners of an octahedron, at $\pm x$, $\pm y$, $\pm z$, and jump at rate $w$ to each of its four nearest neighbours. From $+x$ all four jumps take $\hat n_x$ from 1 to 0; from a site with $\hat n_x=0$ the changes cancel. The dipole rate is $4w$. The strain signal is now $\hat n_x^2-\hat n_y^2$. From $+x$, two jumps take it from 1 to $-1$ and two take it from 1 to 0, a summed change of $-6$; from $\pm z$ the changes cancel, and from $\pm y$ they mirror those from $\pm x$. The strain rate is $6w$ and the ratio is $3/2$.

\subsection*{Numbers for dilute calcium-doped ceria}

The following inputs are rough values: lattice parameter $a=0.541$~nm, barrier $E=0.80$~eV, attempt frequency $\nu_0=10^{13}$~s$^{-1}$, unrelaxed relative permittivity 25, unrelaxed shear modulus 60~GPa, $\delta\lambda=0.20$ and $c=0.001$. At 420~K, $kT=0.03619$~eV and
\begin{equation}
w=\nu_0e^{-E/kT}=10^{13}\,e^{-0.80/0.03619}\ \mathrm{s^{-1}}\approx2.5\times10^{3}\ \mathrm{s^{-1}} .
\end{equation}
Equation \eqref{eq:main} gives $\tau_d\approx0.20$~ms and $\tau_a\approx0.10$~ms. The loss peaks, at $1/(2\pi\tau)$, lie near 0.80~kHz and 1.6~kHz. The absolute times are uncertain, since a change of 0.1~eV in the barrier changes them by a factor $e^{0.1/0.03619}\approx16$. Their ratio does not depend on the barrier.

For the strengths, the dopant--vacancy distance is $\sqrt3a/4=0.234$~nm. Rigid formal charges give $p=2e\times0.2343\ \mathrm{nm}=0.4685\,e$~nm. With $n=0.02526$~nm$^{-3}$ and $e/\varepsilon_0=18.1$~V\,nm,
\begin{equation}
\delta\varepsilon=\frac{0.02526\times0.4685^2\times18.1}{3\times0.03619}\approx0.92 .
\end{equation}
With $v_0=0.0396$~nm$^3$, $\delta S_{44}\approx0.12$~TPa$^{-1}$. Relative to the unrelaxed permittivity and compliance, the strengths are $\Delta_d=0.92/25\approx0.037$ and $\Delta_a=60\ \mathrm{GPa}\times0.12\ \mathrm{TPa^{-1}}\approx0.007$.

\subsection*{Hold corresponding quantities fixed}

The times in \eqref{eq:main} hold at constant field and constant stress. Suppose instead that the total shear strain $\gamma=J_U\sigma+\gamma_a$ is fixed, where $J_U$ is the unrelaxed compliance and $\gamma_a$ the strain from reorientation. From \eqref{eq:drive},
\begin{equation}
\frac{d\gamma_a}{dt}=-\frac{\gamma_a-\delta S_{44}\,\sigma}{\tau_a},
\qquad \sigma=\frac{\gamma-\gamma_a}{J_U}.
\end{equation}
Inserting $\sigma$ and writing $\Delta_a=\delta S_{44}/J_U$ gives
\begin{equation}
\frac{d\gamma_a}{dt}=-\frac{(1+\Delta_a)\gamma_a-\Delta_a\gamma}{\tau_a}.
\end{equation}
The rate is larger by the factor $1+\Delta_a$, because the stress falls as the pairs reorient. At constant charge the field falls in the same way, and the dielectric rate is multiplied by $1+\Delta_d$. Comparing a constant-charge dielectric time with a constant-stress mechanical time therefore gives $2/1.037\approx1.93$; at constant charge and constant strain the ratio is 1.94.

\subsection*{Two peak temperatures, one barrier}

At a fixed angular frequency $\omega$, the condition $\omega\tau=1$ reads
\begin{equation}
\omega=2\nu_0e^{-E/kT_d}=4\nu_0e^{-E/kT_a}.
\end{equation}
Taking logarithms of the last equality gives $E/(kT_a)-E/(kT_d)=\ln2$, or
\begin{equation}
T_d-T_a=\frac{kT_dT_a\ln2}{E}.
\end{equation}
At 1~kHz the model gives $T_d=424.3$~K and $T_a=411.2$~K, a difference of 13~K with a single barrier. Reading the factor two at 420~K as a difference of barriers, with equal prefactors, would give a false $kT\ln2=0.025$~eV, the mechanical barrier seeming the lower. The safeguard is to measure over a range of frequencies: in this model the plots of $\ln(1/\tau)$ against $1/T$ are parallel and differ by $\ln2$. The test is demanding: a real difference of 0.025~eV with equal prefactors would change the ratio of times only from 2.15 to 1.86 over two decades of frequency around 420~K.

The maxima of the imaginary parts of permittivity and compliance lie slightly lower, at 423.4 and 410.4~K, because the strengths fall as $1/T$. Setting to zero the temperature derivative of $T^{-1}x/(1+x^2)$, with $x=\omega\tau$ and $d\ln x/dT=-E/kT^2$, gives
\begin{equation}
\frac{x^2-1}{x^2+1}=\frac{kT}{E}.
\end{equation}
For $kT\ll E$ this means $x\approx1+kT/E$ and a shift of about $-T(kT/E)^2$, or $-0.9$~K and $-0.8$~K. The two shifts nearly cancel in the difference. Loss tangents, the form in which internal friction and dielectric loss are usually reported, peak in frequency at $\omega\tau=\sqrt{1+\Delta}$; their maxima at 1~kHz lie at 423.1 and 410.4~K, and their peak frequencies at 420~K have the ratio 1.97.

\subsection*{How far a real sample departs from this}

Calcium-doped ceria has the fluorite structure assumed here, but a dopant fraction of 0.001 is far below the several per cent and more used in ceria electrolytes. The independence of the pairs is the assumption that breaks down at such concentrations. At $c=0.001$ the mean spacing is 3.4~nm, and the estimated interaction energies are $0.009\,kT$ (electric) and $0.001\,kT$ (elastic) as dimensional scales without orientation factors. For the elastic energy these factors are large: in an isotropic continuum with Poisson ratio 0.3, the largest value over orientations is $0.0025\,kT$ for a separation along a cube axis and $0.008$ to $0.015\,kT$ along $\langle111\rangle$, for $\lambda_2$ from $-\delta\lambda/3$ to 0, so the elastic interaction is not negligible beside the electric one. Both scale as the inverse cube of the spacing, hence as $c$, so at $c=0.1$ the electric one is close to $kT$ and a single relaxation time is no longer justified. The mean spacing understates the coupling of randomly placed dopants: at $c=0.001$ the median distance to the nearest pair is about 1.9~nm, the largest electric energy among the orientations of two such neighbours is typically $0.1\,kT$, and it exceeds $kT$ for roughly 8\% of the pairs. In a model of two Coulomb-coupled pairs averaged over these distances, with the elastic coupling left out and the bias shared as $\theta=1/2$, both loss peaks move down by about 1\% and their ratio stays at 2.00; if only uphill jumps are slowed (Metropolis rates), the peaks move down by about 5\% and the ratio is 1.99. Dissociated defects add a charge--dipole energy, about $0.03\,kT$ at their mean spacing of 6.9~nm if 6\% of the pairs are broken. For the dilute case a mean-field estimate is possible. If the other pairs add a Lorentz field $P/(3\varepsilon_0\varepsilon_r)$, where $P$ is their polarization and $\varepsilon_r=25$, the dielectric rate falls by the relative amount $\delta\varepsilon/(3\varepsilon_r)\approx0.012$. If the smaller elastic correction to the mechanical rate is left out, the ratio rises to about 2.02.

The other neglected effects follow. Under the conditions stated they change the ratio of the pair times little, but the conduction background is not small:
\begin{itemize}
\item \emph{Escape.} In a 216-site model, all sites beyond the first shell were raised by the binding energy $B$, the escape rate per jump was set to $w\,e^{-B/2kT}$ (the choice $\theta=1/2$), and the signals of the outer sites were left out. The ratio of integrated correlation times is 1.99999 for a binding of 0.4~eV and 1.995 for 0.2~eV (1.99997 and 1.992 with 8000 sites). These values need an escaped vacancy to fall back to the corner it left before it moves on; with $\theta=1/2$ the return is faster than a hop among outer sites by $e^{B/2kT}$. If the barriers for escape and for outer hops are both lowered by 0.2~eV at $B=0.4$~eV, escape occurs at the rate $w$ and the ratio is still 1.996 (1.993 with 8000 sites). If instead all saddle points lie at one energy, escape again occurs at the rate $w$, but return and outer hops are equally fast. The ratio is then about 1.6 for either binding (1.59 with 216 sites, 1.56 with 1000, 1.55 with 8000), and the dielectric rate rises to about $4w$. If the next shell were nearly as favourable as the first, the eight-site model would also fail.
\item \emph{Dissociation.} With 0.4~eV binding and $c$ read as the total dopant fraction, ideal mass action leaves a fraction $f\approx6\%$ of the vacancies free at 420~K, which lowers both strengths by about 6\%; with 0.2~eV binding it leaves 62\% free. The estimate is rough, since it ignores the long-range Coulomb energy of the separated charges, which is $1.9\,kT$ at 3.4~nm. Free vacancies also conduct. If they hop at the same rate $w$, then $D=w(a/2)^2$ and $\sigma_{dc}=fn(2e)^2D/kT$, and at $\omega\tau_d=1$ the background $\sigma_{dc}/(\varepsilon_0\omega)$ is $4f/(1-f)\approx0.26$ of the peak height. A maximum in frequency survives only below 0.25, so for these inputs the dielectric peak is just reduced to a shoulder; with 0.45~eV binding a maximum is present but displaced to $\omega\tau_d\approx0.86$. A temperature scan at 1~kHz is distorted in the same way: with 0.4~eV binding the dielectric loss has no maximum, and with 0.45~eV it peaks at 427~K, about 17~K above the mechanical maximum instead of 13~K. A lower barrier for free vacancies multiplies the background by 16 per 0.1~eV, so that at 0.6~eV it would be about 65 times the peak height. The background must be subtracted before $\tau_d$ is read off, and when it is that large the subtraction may not be practicable.
\item \emph{Face-diagonal jumps.} An extra barrier of 0.4~eV gives $w_2/w=1.6\times10^{-5}$, which by \eqref{eq:ratio} lowers the ratio by $3\times10^{-5}$.
\item \emph{Strong drive.} The dipole energy is $0.0013\,kT$ at $10^{-3}$~MV/cm, and the elastic energy is $0.009\,kT$ at 10~MPa. A step in a single shear component of this size leaves the mechanical rate unchanged to four digits; a step with all three shear components at 10~MPa changes it by up to 2\%, depending on $\theta$.
\item \emph{Tunnelling.} The lowest-order Wigner correction, with the barrier frequency taken equal to $\nu_0$, raises $w$ by about 5\%. It multiplies both rates and cancels in their ratio.
\end{itemize}

To carry a dielectric time over to the mechanical peak of such dilute pairs, first subtract the conduction background and reduce the time to constant field, then halve it for the constant-stress time, provided that edge jumps dominate over longer jumps and over detours through the outer shells that end on another corner. The numerical output below lists the main values to more digits.

\section*{Computed results}
\begin{verbatim}
Cube spectrum, units of w: [0. 2. 2. 2. 4. 4. 4. 6.]
Driven loss peaks, units of w: field 2.0000, stress 4.0000
Time ratio with w3 = 3w, w2 = 0: 0.5000
Octahedron peaks, units of w: 4.0000, 6.0000
Octahedron time ratio: 1.5000
Lattice parameter: 0.541 nm
Barrier: 0.80 eV; attempt frequency: 1.0e+13 1/s
Temperature: 420 K; kT: 0.03619 eV
Relative permittivity: 25; shear modulus: 60 GPa
Pair fraction per cation: 0.0010; strain anisotropy: 0.20
Binding energy: 0.40 eV
Jump rate w to one neighbour: 2514.3 1/s
Mean stay on a corner 1/(3w): 132.57 us
Dielectric time: 198.86 us
Anelastic time: 99.43 us
Dielectric peak frequency: 800.3 Hz
Anelastic peak frequency: 1600.7 Hz
Dopant-vacancy distance: 0.2343 nm
Electric dipole: 0.4685 e nm
Volume per cation: 0.03959 nm^3
Pair density: 0.02526 1/nm^3
Permittivity step (relative units): 0.9241
Compliance step S44: 0.12136 1/TPa
Relative strengths: dielectric 0.03697, elastic 0.00728
Ratio, constant charge vs constant stress: 1.9287
Ratio, constant charge vs constant strain: 1.9427
Test frequency: 1 kHz
omega tau = 1: dielectric 424.28 K, anelastic 411.25 K
Temperature difference from formula: 13.03 K
Actual loss maxima: dielectric 423.39 K, anelastic 410.44 K
False barrier difference kT ln2: 0.0251 eV
Ratio with escape, binding 0.4 eV: 1.99999
Ratio with escape, binding 0.2 eV: 1.99536
Extra face-diagonal barrier: 0.40 eV; w2/w: 1.59e-05
Ratio with face-diagonal jumps: 1.999968
Dissociated fraction: mass action 0.0610, count 0.0610
Field: 0.0010 MV/cm; dipole energy/kT: 1.29e-03
Shear stress: 10 MPa; strain energy/kT: 9.10e-03
Mean pair spacing: 3.408 nm
Pair interaction/kT: electric 8.82e-03, elastic 1.30e-03
Wigner tunnelling correction to w (common factor): 0.0544
\end{verbatim}
